# Estimating the Mott density from the loss of a screened bound state

## Problem

A doped semiconductor is an insulator at low temperature when each donor holds its electron, and a metal when the electrons are free. Free electrons screen the donor charge, and a sufficiently screened charge cannot bind an electron. Use this to estimate the critical density $n$, called the Mott density.

The electrons have isotropic effective mass $m^*$, two spin states and one conduction-band valley. The host has relative permittivity $\varepsilon$. Lengths and energies are measured with the effective Bohr radius and effective rydberg,

$$a=\frac{4\pi\varepsilon_0\varepsilon\hbar^2}{m^*e^2},\qquad \mathrm{Ry}^*=\frac{\hbar^2}{2m^*a^2}.$$

1. Find the screening length $1/k$ of the electron gas as a function of $n$.
2. Find $n^{1/3}a$ if the bound state is taken to vanish when the screening length equals $a$.
3. Find $n^{1/3}a$ from the actual threshold for binding in the screened potential.
4. Compare both with the observed value, roughly $0.26$, and evaluate the densities for $m^*=0.2\,m_e$ and $\varepsilon=10$.

## Solution

### 1. The screening length

We start on the metallic side and ask whether one donor could recapture an electron. The other donors are smeared into a uniform positive background, and the temperature is low enough for the electrons to fill a sharp Fermi sphere of radius $k_F$. With two spin states and one allowed wave vector per volume $(2\pi)^3$ for each unit volume of crystal,

$$n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2}.$$

Since $E_F=\hbar^2k_F^2/(2m^*)$, the number of states per unit energy and volume at the Fermi level is

$$\frac{dn}{dE_F}=\frac{dn/dk_F}{dE_F/dk_F}=\frac{k_F^2/\pi^2}{\hbar^2k_F/m^*}=\frac{m^*k_F}{\pi^2\hbar^2}.$$

Now place a fixed charge $+e$ at the origin and let $\phi(r)$ be the total electrostatic potential. An electron has potential energy $-e\phi$. In equilibrium the highest filled level has the same total energy everywhere, so the local kinetic Fermi energy is $E_F+e\phi$. This is the Thomas–Fermi approximation, which treats the gas as locally uniform. To first order in $\phi$ the extra electron density is

$$\delta n=\frac{dn}{dE_F}\,e\phi .$$

Its charge density is $-e\,\delta n$. Poisson's equation away from the origin then reads

$$\nabla^2\phi=-\frac{(-e\,\delta n)}{\varepsilon_0\varepsilon}=k^2\phi,\qquad k^2=\frac{e^2}{\varepsilon_0\varepsilon}\frac{dn}{dE_F}.$$

For a spherical potential this is $(r\phi)''=k^2(r\phi)$. The solution that decays at infinity and approaches the bare Coulomb potential at the origin is

$$\phi(r)=\frac{e}{4\pi\varepsilon_0\varepsilon}\,\frac{e^{-kr}}{r}.$$

This is the Yukawa form. The charge of the screening cloud is

$$-\varepsilon_0\varepsilon k^2\int_0^\infty\phi\,4\pi r^2dr=-e\,k^2\int_0^\infty r\,e^{-kr}dr=-e,$$

so the donor is fully neutralized as seen from far away.

The definition of $a$ gives $m^*e^2/(\hbar^2\varepsilon_0\varepsilon)=4\pi/a$. Inserting the density of states into $k^2$ therefore yields

$$k^2=\frac{m^*e^2}{\hbar^2\varepsilon_0\varepsilon}\,\frac{k_F}{\pi^2}=\frac{4k_F}{\pi a},\qquad k_F=(3\pi^2n)^{1/3}.$$

The screening length $1/k$ falls only as $n^{-1/6}$.

### 2. Screening length equal to $a$

Let $\kappa=ka$, the Bohr radius divided by the screening length. Multiplying the last result by $a^2$ gives $\kappa^2=4k_Fa/\pi$, or $k_Fa=\pi\kappa^2/4$. Dividing by $(3\pi^2)^{1/3}$ turns $k_F$ into $n^{1/3}$:

$$n^{1/3}a=\frac{\pi}{4(3\pi^2)^{1/3}}\,\kappa^2=0.2539\,\kappa^2 .$$

The criterion $\kappa=1$ gives $n^{1/3}a\approx0.25$.

The formula also shows how delicate the estimate is. Because screening responds weakly to density, density responds strongly to the chosen screening: $n\propto\kappa^6$. A criterion that is right only up to a factor of order one in length is therefore poor in density, and the threshold deserves a proper calculation.

### 3. The threshold for binding

**The radial equation.** Write the wave function of zero angular momentum as $u(r)/r$, with $u(0)=0$, and set $x=r/a$. The kinetic prefactor is $\hbar^2/(2m^*a^2)=\mathrm{Ry}^*$, and the Coulomb prefactor is $e^2/(4\pi\varepsilon_0\varepsilon a)=\hbar^2/(m^*a^2)=2\,\mathrm{Ry}^*$. Hence

$$-u''-\frac{2}{x}e^{-\kappa x}u=\frac{E}{\mathrm{Ry}^*}\,u .$$

Angular momentum $l$ would add the positive term $l(l+1)u/x^2$. Any $u$ that gives a negative mean energy with this term gives a lower one without it, so the last bound state to disappear is an s state. Likewise, raising $\kappa$ weakens the attraction at every $x$ and raises the mean energy of every trial function. Binding, once lost, therefore does not return at larger $\kappa$. It is certainly lost for $\kappa\ge2$. Since $u(0)=0$, the Cauchy–Schwarz inequality gives $u(x)^2=\left(\int_0^xu'\,dx'\right)^2\le x\int_0^\infty u'^2dx'$, so the attraction obeys $\int_0^\infty(2/x)e^{-\kappa x}u^2dx\le(2/\kappa)\int_0^\infty u'^2dx$ and cannot outweigh the kinetic term. There is thus one threshold $\kappa_c\le2$, with binding below it and none above.

**What the simple criterion means.** The potential vanishes at infinity, so unbound states have $E\ge0$. By the variational principle, a trial function with negative mean energy proves that a bound state exists. Take the hydrogen-like form $u=xe^{-\beta x}$ with $\beta>0$. The integrals are

$$\int_0^\infty u^2dx=\frac{2}{(2\beta)^3}=\frac1{4\beta^3},$$

$$\int_0^\infty u'^2dx=\int_0^\infty(1-2\beta x+\beta^2x^2)e^{-2\beta x}dx=\frac1{2\beta}-\frac1{2\beta}+\frac1{4\beta}=\frac1{4\beta},$$

$$-2\int_0^\infty x\,e^{-(2\beta+\kappa)x}dx=-\frac{2}{(2\beta+\kappa)^2}.$$

Adding the last two and dividing by the first gives

$$\frac{E(\beta)}{\mathrm{Ry}^*}=\beta^2-\frac{8\beta^3}{(2\beta+\kappa)^2}.$$

This is negative when $(2\beta+\kappa)^2-8\beta<0$. Since $(2\beta+\kappa)^2=(2\beta-\kappa)^2+8\beta\kappa$, the condition becomes

$$(2\beta-\kappa)^2<8\beta(1-\kappa).$$

It cannot hold for $\kappa\ge1$. For $0<\kappa<1$ it holds with $\beta=\kappa/2$. The criterion "screening length equals $a$" is therefore the point at which a single exponential ceases to bind. A better wave function can still bind there, so $\kappa_c\ge1$, and $0.25$ is a lower bound on the coefficient in this model.

The unscreened limit checks the formula: for $\kappa=0$ it becomes $\beta^2-2\beta$, with minimum $-1$ at $\beta=1$, the hydrogen ground state. Keeping $\beta=1$ at $\kappa=0.5$ gives $1-8/2.5^2=-0.28$, slightly above the grid value $-0.2962$, as a variational energy must be.

**A better wave function.** Near threshold the state spreads far beyond the range of the potential. At zero energy and large $x$ the equation reduces to $u''=0$, and the limiting bound state has constant $u$ there. The trial function should have this shape. Set $s=\kappa x$, so that $d^2/dx^2=\kappa^2d^2/ds^2$ and $2/x=2\kappa/s$. After division by $\kappa^2$ the zero-energy equation is

$$-\frac{d^2u}{ds^2}=\lambda\,\frac{e^{-s}}{s}\,u,\qquad\lambda=\frac2\kappa .$$

For a trial function define

$$K=\int_0^\infty\left(\frac{du}{ds}\right)^2ds,\qquad W=\int_0^\infty\frac{e^{-s}}{s}\,u^2ds .$$

The mean energy is negative if $K<\lambda W$, that is, if $\kappa<2W/K$. Hence $\kappa_c\ge2W/K$. A function that levels off at $u_\infty$ cannot be normalized, but it may still be used. Let it fall linearly to zero between $s=S$ and $s=2S$: the extra kinetic term is about $S(u_\infty/S)^2=u_\infty^2/S$, which vanishes as $S$ grows, while the change in $W$ is exponentially small.

Use combinations of $1-e^{-js}$ with $j=1,2,\dots$, which vanish at the origin and level off. The kinetic integrals are

$$K_{ij}=\int_0^\infty ij\,e^{-(i+j)s}ds=\frac{ij}{i+j}.$$

For the attraction, integrating $e^{-ts}$ over $t$ from $p$ to $q$ and over all $s>0$, in either order, gives

$$\int_0^\infty\frac{e^{-ps}-e^{-qs}}{s}\,ds=\int_p^q\frac{dt}{t}=\ln\frac qp .$$

Expanding $e^{-s}(1-e^{-is})(1-e^{-js})$ produces two such differences, $e^{-s}-e^{-(1+i)s}$ and $-\left[e^{-(1+j)s}-e^{-(1+i+j)s}\right]$. Therefore

$$W_{ij}=\ln(1+i)-\ln\frac{1+i+j}{1+j}=\ln\frac{(1+i)(1+j)}{1+i+j}.$$

One function gives $K_{11}=1/2$ and $W_{11}=\ln(4/3)$, so

$$\kappa_c\ge4\ln\frac43=1.1507 .$$

With two functions, making $W/K$ stationary with respect to the coefficients $c_j$ gives $\sum_jW_{ij}c_j=\mu\sum_jK_{ij}c_j$, where $\mu$ is the stationary value of $W/K$. The further elements are $K_{12}=2/3$, $K_{22}=1$, $W_{12}=\ln(3/2)$ and $W_{22}=\ln(9/5)$. The determinant condition is

$$\left(\ln\tfrac43-\tfrac\mu2\right)\left(\ln\tfrac95-\mu\right)-\left(\ln\tfrac32-\tfrac{2\mu}3\right)^2=0 .$$

The coefficient of $\mu^2$ is $\tfrac12-\tfrac49=\tfrac1{18}$. Collecting the other powers gives $\mu^2/18-B\mu+D=0$ with

$$B=\ln\tfrac43+\tfrac12\ln\tfrac95-\tfrac43\ln\tfrac32,\qquad D=\ln\tfrac43\,\ln\tfrac95-\left(\ln\tfrac32\right)^2 .$$

The larger root is the maximum of $W/K$, and twice this root is the bound:

$$\kappa_c\ge18\left[B+\sqrt{B^2-\tfrac29D}\,\right]=1.1905 .$$

**The threshold itself.** These are lower bounds. To find the value, integrate the zero-energy equation outward from $u(0)=0$ and find the smallest $\lambda$ for which the slope vanishes at large $s$; this is the nodeless solution, and larger such values mark the appearance of higher s levels. This gives $\lambda=1.6798$ and

$$\kappa_c=\frac{2}{1.6798}=1.1906 .$$

The two-function bound lies within about one part in ten thousand of it. Energies computed on a radial grid agree with this location: the lowest level is $-0.0206\,\mathrm{Ry}^*$ at $\kappa=1$ and $-0.0046\,\mathrm{Ry}^*$ at $\kappa=1.10$, whereas at $\kappa=1.25$ the level is positive and belongs to an electron spread over the finite computing region.

Inserting $\kappa_c$ into the density formula gives

$$n^{1/3}a=0.2539\times1.1906^2\approx0.36 .$$

This threshold is exact, up to numerical precision, for the Yukawa potential. It is not an exact result for the metal–insulator transition.

### 4. Numbers and comparison

For $m^*=0.2\,m_e$ and $\varepsilon=10$, the effective Bohr radius is $10/0.2=50$ times that of hydrogen, $a=2.646$ nm $=2.646\times10^{-7}$ cm. The effective rydberg is $0.2/10^2$ times the ordinary one, $27.21$ meV. The two criteria give

$$n=\left(\frac{0.2539}{2.646\times10^{-7}\ \mathrm{cm}}\right)^3=8.8\times10^{17}\ \mathrm{cm^{-3}},$$

$$n=\left(\frac{0.3599}{2.646\times10^{-7}\ \mathrm{cm}}\right)^3=2.5\times10^{18}\ \mathrm{cm^{-3}}.$$

| Case | $\kappa$ | $n^{1/3}a$ | $n$ (cm$^{-3}$) |
|---|---|---|---|
| Screening length $=a$ | 1 | 0.25 | $8.8\times10^{17}$ |
| Yukawa threshold | 1.19 | 0.36 | $2.5\times10^{18}$ |
| Rough observed coefficient | – | 0.26 | $9.5\times10^{17}$ |

The last row applies the observed coefficient to the model semiconductor; it is not a measurement on a material. A shift of 19% in $\kappa$ raises the density by a factor $1.1906^6=2.85$. The Yukawa threshold lies a factor of about 2.7 above the density from the observed coefficient, while the simpler criterion gives about 0.9 of it.

The closer number does not come from the better calculation. Solving the same model more accurately moves the answer away from observation, so the agreement at $0.25$ does not show that the model is accurate. The crude criterion lowers the coefficient by about $0.11$, nearly the same as the $0.10$ by which the model's own threshold exceeds the observed value. The estimate supports a coefficient of a few tenths, not its second digit.

**Temperature.** A sharp Fermi sphere requires $k_BT\ll E_F$. Since $E_F=(k_Fa)^2\,\mathrm{Ry}^*$, the case $\kappa=1$ gives $0.7854^2\times27.21=16.8$ meV, or 195 K. At the Yukawa threshold $E_F=33.7$ meV, or 391 K. The example therefore applies well below 200 K, and not at room temperature.

**Quality of the screening.** Thomas–Fermi theory needs a potential that varies slowly over the distance $1/(2k_F)$, hence $k/(2k_F)\ll1$. From $k_Fa=\pi\kappa^2/4$ this ratio is $2/(\pi\kappa)$: 0.64 at $\kappa=1$ and 0.53 at $\kappa_c$. Neither is small. Linear response also needs $e\phi\ll E_F$. At one screening length from the donor, $e\phi=2\kappa e^{-1}\,\mathrm{Ry}^*$. For $\kappa=1$ this is $0.74\,\mathrm{Ry}^*$, larger than $E_F=0.62\,\mathrm{Ry}^*$. Both conditions improve at higher density, but the transition lies where they are poorly met.

**One donor or many.** Outside the well a bound state decays as $u\propto\exp(-x\sqrt{|E|/\mathrm{Ry}^*})$. At $\kappa=1$ the decay length is $a/\sqrt{0.0206}\approx7a$, while the typical donor spacing is $n^{-1/3}=a/0.2539\approx3.9a$. The weakly bound electron would extend over several donors before its binding to one of them was lost. The isolated-donor picture thus fails before its own threshold is reached. Disorder in the donor positions, and exchange and correlation among the electrons, are also left out.

**Several valleys.** Suppose the band has $g$ equal isotropic valleys. At a given $k_F$, both $n$ and $dn/dE_F$ gain a factor $g$, so

$$k^2=\frac{4g\,k_F}{\pi a},\qquad k_F=\left(\frac{3\pi^2n}{g}\right)^{1/3}.$$

At fixed $n$ the net factor in $k^2$ is $g\cdot g^{-1/3}=g^{2/3}$. The binding equation is unchanged if coupling between valleys is neglected, so

$$n^{1/3}a=\frac{0.2539\,\kappa^2}{g^{2/3}} .$$

For $g=6$ this gives 0.077 with $\kappa=1$ and 0.109 with $\kappa_c$. Within Thomas–Fermi theory, more valleys supply more states at the Fermi level, screen better, and destroy the bound state at lower density, so the agreement with $0.26$ found for one valley does not survive in this formula. These values lie far outside the range of the approximation, however. Now $k_Fa=\pi\kappa^2/(4g)$, so $k/(2k_F)=2g/(\pi\kappa)$, which is 3.2 for $g=6$ at $\kappa_c$. The gas screens only weakly those components of the potential whose wave vector exceeds $2k_F$, so Thomas–Fermi theory overestimates the screening near the donor and exaggerates the dependence on $g$. Doped silicon and germanium, which have several valleys, show coefficients of about 0.2 to 0.3, depending on how $a$ is defined, and not near 0.1.

**A check on the density of states.** The value of $dn/dE_F$ used in $k^2$ can be tested by counting plane waves in a finite periodic box, here those with energies within 10% of the Fermi energy. Inserting the counted value into the Thomas–Fermi expression for $k^2$ gives $\kappa=0.9990$ and $1.1895$ at the two predicted densities, close to the intended 1 and 1.1906. This confirms the counting of states and the conversion from $\kappa$ to $n$. It does not test the Thomas–Fermi approximation itself.

## Table of computed values

```
Critical strength lambda = 1.67981 (no unit)
Yukawa threshold kappa_c = 1.19061 (no unit)
Critical screening length = 0.8399 a
Lower bound on kappa_c, 1 function(s) = 1.15073
Lower bound on kappa_c, 2 function(s) = 1.19052
Lower bound on kappa_c, 3 function(s) = 1.19058
Lowest s level, kappa=0.00: -1.0000 Ry* (bound)
Lowest s level, kappa=0.50: -0.2962 Ry* (bound)
Lowest s level, kappa=1.00: -0.0206 Ry* (bound)
Lowest s level, kappa=1.10: -0.0046 Ry* (bound)
Lowest s level, kappa=1.25: 0.0005 Ry* (unbound, box level)
n^(1/3) a, screening length = a: 0.2539 (no unit)
n^(1/3) a, Yukawa threshold: 0.3599 (no unit)
n^(1/3) a, rough observed input: 0.26
Six valleys, kappa=1: 0.077 (no unit)
Six valleys, kappa_c: 0.109 (no unit)
Model mass = 0.2 m_e
Model relative permittivity = 10
Effective Bohr radius a = 2.646 nm
Effective rydberg = 27.21 meV
Density, kappa=1: 8.834e+17 cm^-3
Density, kappa_c: 2.516e+18 cm^-3
Density, observed coefficient: 9.489e+17 cm^-3
Density ratio, kappa_c to kappa=1: 2.85
Density ratio, kappa_c to observed: 2.65
Density ratio, kappa=1 to observed: 0.93
k_F a, kappa=1: 0.7854 (no unit)
k/(2 k_F), kappa=1: 0.637 (no unit)
Fermi energy, kappa=1: 16.8 meV
Fermi temperature, kappa=1: 195 K
k_F a, kappa_c: 1.1133 (no unit)
k/(2 k_F), kappa_c: 0.535 (no unit)
Fermi energy, kappa_c: 33.7 meV
Fermi temperature, kappa_c: 391 K
Counted kappa at rough density: 0.9990
Counted kappa at Yukawa density: 1.1895
```
